# Non-spherical LAPW sphere Hamiltonian from radial integrals and Gaunt coefficients

**Setting.** An atomic sphere of radius $R$ is centred at the origin. Inside it, the linearized augmented plane wave (LAPW) with wave vector $\mathbf K=\mathbf k+\mathbf G$ is

$$\phi_{\mathbf K}(\mathbf r)=\sum_{lm}\left[A_{lm}(\mathbf K)\,u_l(r)+B_{lm}(\mathbf K)\,\dot u_l(r)\right]Y_{lm}(\hat{\mathbf r}),\qquad l\le l_{\max}.$$

The potential in the sphere is local, real and spin-independent, and the treatment is non-relativistic:

$$V(\mathbf r)=\sum_{LM}V_{LM}(r)Y_{LM}(\hat{\mathbf r}).$$

Its $L=0$ term, $V_0(r)=V_{00}(r)Y_{00}$, defines the radial functions. With $h_l$ the radial Hamiltonian for $V_0$ and $E_l$ a fixed energy parameter,

$$(h_l-E_l)u_l=0,\qquad (h_l-E_l)\dot u_l=u_l,\qquad \int_0^R r^2u_l^2\,dr=1 .$$

Both functions are real. Here $\dot u_l$ is the energy derivative of the normalized $u_l$, so differentiating the normalization gives $\int_0^R r^2u_l\dot u_l\,dr=0$. The $Y_{lm}$ are complex harmonics with the Condon–Shortley phase. Hartree atomic units are used.

## (a) Separate the radial and angular integrals

**Problem.** Reduce the matrix element of the non-spherical potential between two LAPWs to one-dimensional integrals and angular integrals. What are the units and symmetries of the result?

**Solution.** Write $H=H_{\rm sph}+V_{\rm NS}$, where $H_{\rm sph}$ holds the kinetic energy and $V_0$, and

$$V_{\rm NS}(\mathbf r)=\sum_{L\ge1,M}V_{LM}(r)Y_{LM}(\hat{\mathbf r}).$$

The $L=0$ term must not be counted again here. Since $V_{\rm NS}$ only multiplies, its matrix element has no surface term, unlike that of the kinetic energy.

Let $f^1_l=u_l$, $f^2_l=\dot u_l$, $C^1_{lm}=A_{lm}$ and $C^2_{lm}=B_{lm}$. Inserting the expansions and using $d^3r=r^2dr\,d\Omega$ gives

$$H^{\rm NS}_{\mathbf K\mathbf K'}=\sum_{lm,a}\sum_{l'm',b}C^a_{lm}(\mathbf K)^*\;t^{ab}_{lm,l'm'}\;C^b_{l'm'}(\mathbf K'),$$

$$t^{ab}_{lm,l'm'}=\sum_{L\ge1,M}I^{ab}_{ll';LM}\;G(lm;LM;l'm'),$$

$$I^{ab}_{ll';LM}=\int_0^R r^2f^a_l\,V_{LM}\,f^b_{l'}\,dr,\qquad G(lm;LM;l'm')=\int Y^*_{lm}Y_{LM}Y_{l'm'}\,d\Omega .$$

The array $t$ does not depend on $\mathbf K$, so it is computed once per sphere. A local orbital with a further radial function adds another value of $a$; the factorization is unchanged.

Since $\dot u$ carries an extra inverse energy, the $uu$, $u\dot u$ and $\dot u\dot u$ integrals are in Ha, dimensionless and in Ha$^{-1}$. The coefficients $B$ compensate for this.

Because $V_{\rm NS}$ and the $f$'s are real,

$$\left(t^{ba}_{l'm',lm}\right)^*=\int f^b_{l'}Y_{l'm'}V_{\rm NS}f^a_lY^*_{lm}\,d^3r=t^{ab}_{lm,l'm'},$$

so $t$ is Hermitian. For the components, reality of $V$ and $Y^*_{LM}=(-1)^MY_{L,-M}$ imply $V_{L,-M}=(-1)^MV_{LM}^*$. Radially, $I^{ab}_{ll';LM}=I^{ba}_{l'l;LM}$. For $l\ne l'$, however, $I^{12}_{ll'}$ and $I^{21}_{ll'}$ contain different functions and must both be kept.

## (b) The $m$ and parity rules

**Problem.** Which $G$ vanish because of the azimuthal integral or because of inversion?

**Solution.** The azimuthal factor is

$$\int_0^{2\pi}e^{i(-m+M+m')\varphi}d\varphi=2\pi\,\delta_{m,M+m'} .$$

Hence a given pair $(m,m')$ is reached by the single value $M=m-m'$.

Under inversion $Y_{lm}(-\hat{\mathbf r})=(-1)^lY_{lm}(\hat{\mathbf r})$, while the integral over all directions is unchanged. Therefore $G=(-1)^{l+L+l'}G$, and $l+L+l'$ must be even. Even $L$ couples functions of equal parity, and odd $L$ those of opposite parity. At a site with an inversion centre the potential has no odd $L$.

## (c) The triangle rule and the value of $G$

**Problem.** Use angular-momentum coupling to evaluate $G$, and find the largest $L$ that matters.

**Solution.** With Clebsch–Gordan coefficients, form

$$\Psi_{lm}(\hat{\mathbf r})=\sum_{Mm'}\langle LM\,l'm'|lm\rangle\,Y_{LM}(\hat{\mathbf r})Y_{l'm'}(\hat{\mathbf r}).$$

The angular-momentum operator is a first-order derivative, so it acts on a product by the product rule, as the sum of two angular momenta does. Thus $\Psi_{lm}$ has the quantum numbers $l,m$ and equals $c_lY_{lm}$. The ladder operators make $c_l$ independent of $m$.

To find $c_l$, take $m=0$ at the north pole, where $Y_{LM}=\delta_{M0}\sqrt{(2L+1)/4\pi}$:

$$c_l\sqrt{\frac{2l+1}{4\pi}}=\langle L0\,l'0|l0\rangle\frac{\sqrt{(2L+1)(2l'+1)}}{4\pi}.$$

Orthogonality of the coupling coefficients inverts the definition of $\Psi$:

$$Y_{LM}Y_{l'm'}=\sum_{l=|L-l'|}^{L+l'}c_l\,\langle LM\,l'm'|lm\rangle\,Y_{lm},\qquad m=M+m'.$$

Projection on $Y_{lm}$ gives $G=c_l\langle LM\,l'm'|lm\rangle$. The range of the sum is the triangle rule, equivalent to $|l-l'|\le L\le l+l'$.

Now insert

$$\langle LM\,l'm'|lm\rangle=(-1)^{L-l'+m}\sqrt{2l+1}\begin{pmatrix}L&l'&l\\M&m'&-m\end{pmatrix}.$$

The two coefficients contribute the sign $(-1)^{L-l'}(-1)^{L-l'+m}=(-1)^m$. A cyclic exchange of columns leaves a 3j symbol unchanged, so

$$G=(-1)^m\sqrt{\frac{(2l+1)(2L+1)(2l'+1)}{4\pi}}\begin{pmatrix}l&L&l'\\0&0&0\end{pmatrix}\begin{pmatrix}l&L&l'\\-m&M&m'\end{pmatrix}.$$

With $l,l'\le l_{\max}$, components with $L>2l_{\max}$ contribute nothing to this matrix. Also, the $s$–$s$ block has no non-spherical term, since $l=l'=0$ demands $L=0$.

## (d) Do the rules guarantee a nonzero block?

**Problem.** Suppose triangle and parity hold. Must the angular $(l,l')$ block for this $L$ contain a nonzero entry? Must every entry with $m=M+m'$ be nonzero?

**Solution.** The first answer is yes. Exchanging $l$ and $l'$ changes $G$ at most by a sign and a relabelling of $m$'s, so take $l\ge l'$. Let $k=l-l'\le L$ and examine $m=l$, $M=k$, $m'=l'$. With $x=\cos\theta$ and $y=d^kP_L/dx^k$, the harmonics $Y_{ll}$, $Y_{l'l'}$ and $Y_{Lk}$ supply the powers $l/2$, $l'/2$ and $k/2$ of $1-x^2$, which add to $l$. Up to a nonzero factor, $G$ is therefore $J_l$, where

$$J_s=\int_{-1}^1(1-x^2)^s\,y\,dx .$$

Differentiating Legendre's equation $k$ times gives

$$(1-x^2)y''-2(k+1)xy'+[L(L+1)-k(k+1)]y=0 .$$

Multiply by $(1-x^2)^s$, with $s\ge1$, and integrate by parts; the boundary terms vanish. Replacing $x^2$ by $1-(1-x^2)$, the first two terms become

$$[-2(s+1)-4s(s+1)]J_s+4s(s+1)J_{s-1},$$
$$[2(k+1)+4s(k+1)]J_s-4s(k+1)J_{s-1}.$$

Collecting everything,

$$(L+k-2s)(L-k+2s+1)\,J_s=-4s(s-k)\,J_{s-1}.$$

Start at $s_0=(L+k)/2$, an integer by parity. There $(1-x^2)^{s_0}=(1-x^2)^k(1-x^2)^{(L-k)/2}$. The last factor is a polynomial of degree $L-k$, the degree of $y$. With weight $(1-x^2)^k$, $y$ is orthogonal to any polynomial $p$ of lower degree: integrating by parts $k$ times gives $(-1)^k\int P_L\,\frac{d^k}{dx^k}[(1-x^2)^kp]\,dx$, and the derivative has degree below $L$. The last factor is a nonzero multiple of $y$ plus such a $p$, so $J_{s_0}$ is a nonzero multiple of $\int(1-x^2)^ky^2\,dx>0$. For $s>s_0\ge k$ all factors in the recursion are nonzero, so $J_s\ne0$. The triangle rule gives $s_0\le l$, hence $J_l\ne0$.

The second answer is no. Since $|Y_{32}|^2\propto(1-x^2)^2x^2$,

$$G(32;20;32)\propto\int_0^1(1-x^2)^2x^2(3x^2-1)\,dx=-\tfrac13+1-1+\tfrac13=0,$$

although all three rules hold. The rules fix where $t$ may be nonzero. A block of the full $t$ can still be empty if the potential lacks the required components or the radial integrals vanish. Contributions from different $L$ can cancel in a single element, but not over a whole block: for fixed $l,l'$, orthogonality of the 3j symbols makes the angular matrices of different $(L,M)$ mutually orthogonal, hence linearly independent.

## (e) Attach the sphere to the plane wave

**Problem.** Find $A$ and $B$ from continuity of value and slope. When is $H^{\rm NS}_{\mathbf K\mathbf K'}$ real?

**Solution.** The plane wave $e^{i\mathbf K\cdot\mathbf r}/\sqrt\Omega$, with $\Omega$ the cell volume, has the $lm$ component $s_{lm}\,j_l(Kr)$, where $s_{lm}=4\pi i^lY^*_{lm}(\hat{\mathbf K})/\sqrt\Omega$. At $r=R$, with primes on radial functions denoting derivatives with respect to their arguments,

$$A u_l+B\dot u_l=s_{lm}\,j_l(KR),\qquad A u_l'+B\dot u_l'=s_{lm}\,K j_l'(KR).$$

For the determinant, let $P=ru_l$ and $Q=r\dot u_l$. Subtracting the two radial equations after cross-multiplication gives

$$1=\int_0^RP^2dr=-\tfrac12\left[PQ'-QP'\right]_0^R=\tfrac{R^2}{2}\left(u_l'\dot u_l-u_l\dot u_l'\right)_R .$$

Thus $u_l\dot u_l'-u_l'\dot u_l=-2/R^2$ at $R$, which never vanishes, and

$$A=\tfrac{R^2}{2}s_{lm}\left[Kj_l'\dot u_l-j_l\dot u_l'\right],\qquad B=\tfrac{R^2}{2}s_{lm}\left[j_lu_l'-Kj_l'u_l\right].$$

For a sphere centred at $\boldsymbol\tau$, both acquire the factor $e^{i\mathbf K\cdot\boldsymbol\tau}$.

With the sphere at the origin, summing over $m$ gives $\phi_{\mathbf K}$ the form $\sum_li^l\rho_l(r)P_l(\hat{\mathbf K}\cdot\hat{\mathbf r})$ with real $\rho_l$. Hence $\phi_{\mathbf K}(-\mathbf r)=\phi_{\mathbf K}(\mathbf r)^*$. Changing $\mathbf r$ to $-\mathbf r$ in the matrix element shows that even $L$ contributes a real number and odd $L$ an imaginary one.

## (f) Find the blocks of a model site

**Problem.** Take $l_{\max}=3$, $R=2$ bohr, $V_0=-(Z/r)e^{-r/a}$ with $Z=8$ and $a=0.7$ bohr, and $E_l=0.2$ Ha for every $l$. Let

$$V_{\rm NS}=v_2\frac{3z^2-r^2}{2R^2}+v_3\frac{xyz}{R^3}+v_4\frac{x^4+y^4+z^4-\frac35r^4}{R^4},$$

with $v_2=0.04$, $v_3=0.20$ and $v_4=0.10$ Ha. Find the $V_{LM}$ and the blocks they can fill.

**Solution.** The first term is $v_2(r/R)^2P_2(\cos\theta)$, and $P_2=\sqrt{4\pi/5}\,Y_{20}$.

For the second, $Y_{3,\pm2}=\frac14\sqrt{105/2\pi}\,(x\pm iy)^2z/r^3$ and $(x+iy)^2-(x-iy)^2=4ixy$, so

$$xyz=-i\sqrt{\frac{2\pi}{105}}\;r^3\left(Y_{32}-Y_{3,-2}\right).$$

For the third, use $x^4+y^4=\frac14r^4\sin^4\theta\,(3+\cos4\varphi)$. The part independent of $\varphi$, divided by $r^4$, is

$$\tfrac1{20}(35\cos^4\theta-30\cos^2\theta+3)=\tfrac25P_4=\tfrac{4\sqrt\pi}{15}Y_{40}.$$

Since $Y_{4,\pm4}=\frac3{16}\sqrt{35/2\pi}\,\sin^4\theta\,e^{\pm4i\varphi}$, the rest is $\frac14\sin^4\theta\cos4\varphi=\frac{4\sqrt\pi}{15}\sqrt{\frac5{14}}\,(Y_{44}+Y_{4,-4})$.

Each component is $V_{LM}(r)=V_{LM}(R)(r/R)^L$, with boundary values in Ha

$$V_{20}=0.0634,\quad V_{3,\pm2}=\mp0.0489\,i,\quad V_{40}=0.0473,\quad V_{4,\pm4}=0.0282 .$$

The terms $r^LY_{LM}$ solve Laplace's equation, so this is the kind of field that charges outside the sphere produce. Triangle and parity allow, for $l\le l'\le3$:

- $L=2$: $(0,2),(1,1),(1,3),(2,2),(3,3)$
- $L=3$: $(0,3),(1,2),(2,3)$
- $L=4$: $(1,3),(2,2),(3,3)$

The $uu$ part of $t$ has $16^2=256$ elements. The rules with the available $M$ allow 63, and 59 are nonzero. The four missing ones couple $(3,\pm2)$ with $(2,0)$, in either order. Parity permits only odd $L$ there, and the $L=3$ angular integral is $\int Y_{20}|Y_{32}|^2d\Omega$, the zero found in (d). The diagonal element at $(3,2)$ loses its $L=2$ term for the same reason, but $L=4$ still contributes.

## (g) Shifts in the $d$ block and a $p$–$d$ coupling

**Problem.** Diagonalize the $uu$ part of the $d$–$d$ block. Then evaluate $t^{uu}_{10,2-2}$.

**Solution.** Parity removes $L=3$ from the $d$–$d$ block. Let $q_L=v_L\int_0^Rr^2u_2^2(r/R)^L\,dr$. The radial averages are $0.71417$ for $L=2$ and $0.55591$ for $L=4$, so

$$q_2=0.04\times0.71417\ \text{Ha}=28.57\ \text{mHa},\qquad q_4=0.10\times0.55591\ \text{Ha}=55.59\ \text{mHa}.$$

The normalized densities in $x=\cos\theta$ for $|m|=0,1,2$ are $\frac58(3x^2-1)^2$, $\frac{15}4x^2(1-x^2)$ and $\frac{15}{16}(1-x^2)^2$. They give

$$\langle x^2\rangle=\tfrac{11}{21},\tfrac37,\tfrac17,\qquad\langle x^4\rangle=\tfrac37,\tfrac5{21},\tfrac1{21}.$$

Hence $\langle P_2\rangle=\frac27,\frac17,-\frac27$ and $\frac25\langle P_4\rangle=\frac4{35},-\frac8{105},\frac2{105}$.

The $M=\pm4$ terms couple $m=2$ with $m'=-2$. From $Y^*_{22}Y_{2,-2}=\frac{15}{32\pi}\sin^4\theta\,e^{-4i\varphi}$, the coupling divided by $q_4$ is

$$\frac{15}{32\pi}\cdot\frac14\cdot\pi\int_{-1}^1(1-x^2)^4dx=\frac{15}{128}\cdot\frac{256}{315}=\frac2{21}.$$

The sum and difference of $Y_{22}$ and $Y_{2,-2}$ are the $x^2-y^2$ and $xy$ functions, with $L=4$ factors $\frac2{105}\pm\frac{10}{105}$. The shifts are

$$\begin{aligned}
\epsilon_{z^2}&=\tfrac27q_2+\tfrac4{35}q_4=8.16+6.35=14.52\ \text{mHa},\\
\epsilon_{xz}=\epsilon_{yz}&=\tfrac17q_2-\tfrac8{105}q_4=4.08-4.24=-0.15\ \text{mHa},\\
\epsilon_{x^2-y^2}&=-\tfrac27q_2+\tfrac4{35}q_4=-8.16+6.35=-1.81\ \text{mHa},\\
\epsilon_{xy}&=-\tfrac27q_2-\tfrac8{105}q_4=-8.16-4.24=-12.40\ \text{mHa},
\end{aligned}$$

where the last digits reflect rounding after the sum. The total spread is 26.91 mHa, or 0.732 eV. For $v_2=0$ the levels merge into the cubic doublet and triplet, separated by $4q_4/21$. These are first-order shifts of $u_2Y_{2m}$ within the sphere, not band energies: $\dot u$, other $l$ and the interstitial region are absent.

For the $p$–$d$ element, $M=0-(-2)=2$, so $L=3$ is the sole contributor. With each $u_l$ taken positive near the origin (the signs below depend on this choice), the radial average of $(r/R)^3$ between $u_1$ and $u_2$ is $-0.3918$, and $G(10;32;2{-}2)=0.1847$:

$$t^{uu}_{10,2-2}=(-0.04892\,i)(-0.3918)(0.1847)\ \text{Ha}=+3.54\,i\ \text{mHa}.$$

The mixed averages show why both orders are needed: $u_1$ with $\dot u_2$ gives $0.047$ Ha$^{-1}$, whereas $\dot u_1$ with $u_2$ gives $-0.353$ Ha$^{-1}$.

## (h) One LAPW element at $l_{\max}=3$

**Problem.** In a simple cubic cell of edge 5 bohr, evaluate $H^{\rm NS}_{\mathbf K\mathbf K'}$ for $\mathbf K=\frac{2\pi}{5}(1.1,0.2,0.3)$ and $\mathbf K'=\frac{2\pi}{5}(0.1,1.2,0.3)$ bohr$^{-1}$. How much comes from $\dot u$?

**Solution.** With the model of (f), including its cutoff $l_{\max}=3$, matching as in (e) and contracting with $t$ gives, for $L=2,3,4$ in turn,

$$H^{\rm NS}_{\mathbf K\mathbf K'}=0.914-0.016\,i-0.180=0.734-0.016\,i\ \text{mHa}.$$

Its modulus is 0.734 mHa, or 19.98 meV. The even terms are real and the odd one imaginary, as derived. Sorted instead by radial functions, the real part is

$$0.402\;(uu)+0.365\;(u\dot u\text{ and }\dot uu)-0.033\;(\dot u\dot u)=0.734\ \text{mHa}.$$

Dropping the terms that contain $\dot u$ while keeping the same coefficients $A$ would lose about 45% of the real part in this case, at $l_{\max}=3$. The $uu$, $u\dot u$ and $\dot u\dot u$ integrals carry different units, so their numerical sizes cannot be compared directly; only the contracted contributions above, which include the coefficients $A$ and $B$, show how much each block matters for given $\mathbf K$ and $\mathbf K'$.

The numerical check obtains the same element by integrating the Cartesian potential directly over the sphere. Both evaluations use the same cutoff $l_{\max}=3$, which is not converged for $KR\approx3$: extending the sums to $l_{\max}=8$ changes the element to $0.804-0.005\,i$ mHa, with the $L=4$ term going from $-0.180$ to $-0.094$ mHa. The number is the non-spherical sphere part alone; a full Hamiltonian element also needs the spherical part and the interstitial integral.

## Computed values

```
sphere radius R = 2.0 bohr; cubic cell edge = 5.0 bohr
Z = 8.0; screening length a = 0.7 bohr; E_l = 0.2 Ha
v2, v3, v4 = 0.04, 0.2, 0.1 Ha; l_max = 3
Gaunt test, l,l' <= 3, L <= 8: max error 1.1e-15
Gaunt entries allowed by all rules: 498
  of these accidentally zero: 6
L=2: nonzero angular blocks (l,l'), l<=l': [(0, 2), (1, 1), (1, 3), (2, 2), (3, 3)]
L=3: nonzero angular blocks (l,l'), l<=l': [(0, 3), (1, 2), (2, 3)]
L=4: nonzero angular blocks (l,l'), l<=l': [(1, 3), (2, 2), (3, 3)]
V_LM(R) for (L,M)=(2, 0): +0.063413 +0.000000 i Ha
V_LM(R) for (L,M)=(3, 2): +0.000000 -0.048924 i Ha
V_LM(R) for (L,M)=(3, -2): +0.000000 +0.048924 i Ha
V_LM(R) for (L,M)=(4, 0): +0.047265 +0.000000 i Ha
V_LM(R) for (L,M)=(4, 4): +0.028247 +0.000000 i Ha
V_LM(R) for (L,M)=(4, -4): +0.028247 +0.000000 i Ha
u-u elements: total 256, allowed 63, nonzero 59
l=0: u(R) = 0.68619 bohr^-3/2, <udot|udot> = 0.21507 Ha^-2
l=1: u(R) = -0.61458 bohr^-3/2, <udot|udot> = 0.58365 Ha^-2
l=2: u(R) = 0.79545 bohr^-3/2, <udot|udot> = 0.02982 Ha^-2
l=3: u(R) = 0.98971 bohr^-3/2, <udot|udot> = 0.00737 Ha^-2
d-d radial integrals, L=2, M=0: uu 0.045288 Ha, u-udot -0.002345, udot-udot 0.001048 Ha^-1
d-d radial integrals, L=4, M=0: uu 0.026276 Ha, u-udot -0.002219, udot-udot 0.000575 Ha^-1
G(2m;20;2m), m=0,1,2: 0.180224, 0.090112, -0.180224
G(2m;40;2m), m=0,1,2: 0.241796, -0.161197, 0.040299
G(22;44;2-2) = 0.337168
d mean (r/R)^2 = 0.714170, mean (r/R)^4 = 0.555914
q2 = 28.5668 mHa, q4 = 55.5914 mHa
d shift z2: +14.5152 mHa
d shift xz: -0.1546 mHa
d shift x2-y2: -1.8086 mHa
d shift xy: -12.3975 mHa
d spread: 26.9127 mHa = 0.7323 eV
G(10;32;2-2) = 0.184674
p-d mean (r/R)^3: uu -0.391799, u_p-udot_d 0.046817 Ha^-1, udot_p-u_d -0.352842 Ha^-1
t_uu(10;2-2) = +0.00000 +3.53994 i mHa
max |formula - 3D quadrature| in t: 8.2e-17 a.u.
K  = [1.3823  0.25133 0.37699] bohr^-1
K' = [0.12566 1.50796 0.37699] bohr^-1
H_NS(K,K') from L=2: +0.91431 -0.00000 i mHa
H_NS(K,K') from L=3: +0.00000 -0.01636 i mHa
H_NS(K,K') from L=4: -0.18040 +0.00000 i mHa
H_NS uu part: +0.40162 +0.00966 i mHa
H_NS u-udot and udot-u part: +0.36517 -0.02557 i mHa
H_NS udot-udot part: -0.03288 -0.00044 i mHa
H_NS(K,K') formula: +0.73390 -0.01636 i mHa
H_NS(K,K') 3D quadrature: +0.73390 -0.01636 i mHa
|H_NS(K,K')| = 0.73409 mHa = 19.9755 meV
```
